\section*{Why Minority Traps Make Photoconductance Decay Outlast Recombination}

\section{Definitions and conventions}

Consider a uniform, neutral p-type semiconductor with acceptor density $N_A$. Light creates electron--hole pairs at the rate $G$ per volume. The excess density of free electrons is $\Delta n$ and that of holes is $\Delta p$. Electron traps of density $N_t$ hold an excess density $n_t$ of trapped electrons, and $f=n_t/N_t$ is their filled fraction. Densities are in $\mathrm{cm^{-3}}$ and times in $\mu\mathrm{s}$, which suit this problem better than atomic units.

Free electrons recombine with lifetime $\tau_r$, taken as constant. Trapped electrons can return to the conduction band but, until Section 6, cannot recombine. A trapped electron still carries charge, so neutrality requires
\begin{equation}
\Delta p=\Delta n+n_t .
\label{neutral}
\end{equation}

Let $c$ be the capture coefficient and $r$ the release rate of one filled trap. Define $\tau_t=1/(cN_t)$, the capture time of a free electron when all traps are empty, and $\tau_g=1/r$, the mean time spent in a trap. The capture rate per volume is $c\,\Delta n(N_t-n_t)=\Delta n(1-f)/\tau_t$. The Hornbeck--Haynes equations are then
\begin{align}
\frac{d\Delta n}{dt}&=G-\frac{\Delta n}{\tau_r}-\frac{\Delta n(1-f)}{\tau_t}+\frac{n_t}{\tau_g},
\label{free}\\
\frac{dn_t}{dt}&=\frac{\Delta n(1-f)}{\tau_t}-\frac{n_t}{\tau_g}.
\label{trap}
\end{align}

The ratio of release to capture defines a density,
\begin{equation}
n_1=\frac rc=\frac{N_t\tau_t}{\tau_g}.
\label{n1}
\end{equation}
In dark equilibrium, with electron density $n_0$ and filled fraction $f_0$, capture balances release: $cn_0(1-f_0)=rf_0$. For a nondegenerate band $n_0=N_ce^{(E_F-E_c)/kT}$, and for a trap with unit degeneracy factor $(1-f_0)/f_0=e^{(E_t-E_F)/kT}$. Multiplying these gives $n_1=N_ce^{-(E_c-E_t)/kT}$, so a deeper trap has a smaller $n_1$. Equations \eqref{free} and \eqref{trap} omit $n_0$. This is justified for $n_0\ll n_1$: the dark filling is $f_0=n_0/(n_0+n_1)\ll1$, and the balance above turns the net capture rate into $c[\Delta n(N_t-f_0N_t-n_t)-(n_0+n_1)n_t]$, which then reduces to the form used.

With mobilities $\mu_n,\mu_p$ and elementary charge $q$, the photoconductivity is $q(\mu_n\Delta n+\mu_p\Delta p)$. A reader who presumes $\Delta n=\Delta p$ divides it by $q(\mu_n+\mu_p)$ and, by \eqref{neutral}, obtains
\begin{equation}
\Delta n_{\rm app}=\frac{\mu_n\Delta n+\mu_p(\Delta n+n_t)}{\mu_n+\mu_p}
=\Delta n+b\,n_t,\qquad b=\frac{\mu_p}{\mu_n+\mu_p}.
\label{app}
\end{equation}
The apparent lifetime is $\tau_{\rm app}=\Delta n_{\rm app}/G$ in steady light, and $-\Delta n_{\rm app}/(d\Delta n_{\rm app}/dt)$ during a decay in the dark.

\section{A counter-example}

The claim to be examined is that photoconductance decay measures the recombination lifetime. Take round model parameters: $\tau_r=20$, $\tau_t=10$ and $\tau_g=10^4\ \mu\mathrm{s}$, $N_t=10^{14}$ and $N_A=10^{16}\ \mathrm{cm^{-3}}$, and mobilities 1200 and 400 $\mathrm{cm^2/(V\,s)}$. Then $b=400/1600=0.25$ and $n_1=10^{14}\times10/10^4=10^{11}\ \mathrm{cm^{-3}}$. At 300 K, with the free-electron mass in $N_c$, this $n_1$ corresponds to a trap 0.50 eV below the band.

Let steady light maintain $\Delta n=10^9$, with $n_t=9.901\times10^{11}\ \mathrm{cm^{-3}}$. This is a steady state, because capture and release agree:
\[
\frac{10^9(1-0.009901)}{10}=9.901\times10^7=\frac{9.901\times10^{11}}{10^4}
\quad\mathrm{cm^{-3}\,\mu s^{-1}} .
\]
Generation therefore has to replace recombination alone, $G=10^9/20=5\times10^7\ \mathrm{cm^{-3}\,\mu s^{-1}}$. The conductance, however, is read as
\[
\Delta n_{\rm app}=10^9+0.25\times9.901\times10^{11}=2.485\times10^{11}\ \mathrm{cm^{-3}} .
\]

Now switch off the light. Densities are continuous, and \eqref{trap} does not contain $G$, so at the first instant $dn_t/dt$ is still zero. Equation \eqref{free} has lost its source, so $d\Delta n/dt=-G$. The initial decay time of the signal is
\[
\frac{\Delta n_{\rm app}}{G}=\frac{2.485\times10^{11}}{5\times10^7}\approx4970\ \mu\mathrm{s},
\]
about 250 times $\tau_r$. Free electrons still recombine with a lifetime of $20\ \mu\mathrm{s}$. The signal comes mostly from holes that neutralize trapped electrons, and these holes remain until the electrons are released and recombine.

\section{The correct statement}

Without traps, $\Delta n_{\rm app}=\Delta n$, and in the dark \eqref{free} becomes $d\Delta n/dt=-\Delta n/\tau_r$: photoconductance decay then gives $\tau_r$. With traps, the following holds within the model.

\begin{enumerate}
\item In steady light,
\begin{equation}
\tau_{\rm app}=\tau_r\left(1+\frac{bN_t}{\Delta n+n_1}\right),
\label{steady}
\end{equation}
with the limit $\tau_r(1+b\tau_g/\tau_t)$ at low injection, which here means $\Delta n\ll n_1$ and not merely $\Delta n\ll N_A$. At its first instant, a decay started from steady light has the same apparent lifetime as the steady state.
\item Throughout a decay in the dark, the hole decay time is $\tau_r(1+n_t/\Delta n)$.
\item At low injection, $\Delta n$, $n_t$ and the signal finally share one slow decay time. It exceeds $\tau_g$, and its sum with the fast decay time is $\tau_r+\tau_g(1+\tau_r/\tau_t)$.
\end{enumerate}

\section{Proof}

\subsection{Steady light}

Set \eqref{trap} to zero and collect the terms in $n_t$:
\[
\frac{\Delta n}{\tau_t}=n_t\left(\frac{\Delta n}{N_t\tau_t}+\frac1{\tau_g}\right).
\]
Multiplication by $N_t\tau_t$ and use of \eqref{n1} give $N_t\Delta n=n_t(\Delta n+n_1)$, hence
\begin{equation}
n_t=\frac{N_t\Delta n}{\Delta n+n_1}.
\label{nt}
\end{equation}
The sum of \eqref{free} and \eqref{trap} gives $G=\Delta n/\tau_r$ in steady state. Dividing \eqref{app} by this $G$ and inserting \eqref{nt} yields \eqref{steady}. For $\Delta n\ll n_1$ the added term is $bN_t/n_1=b\tau_g/\tau_t$. The argument for the initial slope in Section 2 used no special numbers, so it completes item 1.

\subsection{Holes during the decay}

With $G=0$, the trapping terms cancel in the sum of \eqref{free} and \eqref{trap}:
\begin{equation}
\frac{d\Delta p}{dt}=-\frac{\Delta n}{\tau_r}.
\label{sum}
\end{equation}
Thus $-\Delta p/(d\Delta p/dt)=\tau_r\Delta p/\Delta n=\tau_r(1+n_t/\Delta n)$. This is item 2. The unequal densities lengthen the decay without changing $\tau_r$.

\subsection{The late decay at low injection}

For $f\ll1$ the equations are linear. Insert $\Delta n=Ae^{-\lambda t}$ and $n_t=Be^{-\lambda t}$:
\begin{align*}
\left(\frac1{\tau_r}+\frac1{\tau_t}-\lambda\right)A-\frac{B}{\tau_g}&=0,\\
-\frac{A}{\tau_t}+\left(\frac1{\tau_g}-\lambda\right)B&=0.
\end{align*}
A nonzero solution requires a vanishing determinant. The terms $1/(\tau_t\tau_g)$ cancel, leaving
\begin{equation}
\lambda^2-S\lambda+\frac1{\tau_r\tau_g}=0,\qquad
S=\frac1{\tau_r}+\frac1{\tau_t}+\frac1{\tau_g}.
\label{quad}
\end{equation}
At $\lambda=1/\tau_g$ the left side equals $-1/(\tau_t\tau_g)<0$, while at $\lambda=0$ and for large $\lambda$ it is positive. Hence there are two positive roots, one on each side of $1/\tau_g$, and the slow time exceeds $\tau_g$. The sum of the two times is the sum of the roots divided by their product:
\[
\frac1{\lambda_1}+\frac1{\lambda_2}=S\tau_r\tau_g=\tau_r+\tau_g\left(1+\frac{\tau_r}{\tau_t}\right).
\]
The second linear equation gives $B/A=\tau_t^{-1}/(\tau_g^{-1}-\lambda)$, which is negative for the fast root. A state with positive $\Delta n$ and $n_t$ therefore cannot be purely fast. Its slow part survives and sets the late decay of both densities and of the signal. This proves item 3.

\section{Reading the example}

The low-injection limit is $20(1+0.25\times1000)=5020\ \mu\mathrm{s}$, or 5.02 ms. A decay from steady light shows this value only at its first instant and becomes slower still as the fast transient dies out. That transient carries only about 0.1\% of the signal and is gone after some $50\ \mu\mathrm{s}$, so nearly the whole signal decays with the slow time. The two times add to $20+10^4(1+2)=30\,020\ \mu\mathrm{s}$; the fast one is $6.7\ \mu\mathrm{s}$ and the slow one $30\,013\ \mu\mathrm{s}$. The numerical output confirms the slow time for electrons and signal alike.

The steady and late values differ for two reasons. In steady light trapped electrons enter the signal with weight $b$, whereas in the late decay all densities share one exponential and $b$ drops out. Also, the traps lag behind the falling $\Delta n$, so $n_t/\Delta n$ rises from 1000 to 1499.7. Item 2 then gives $20(1+1499.7)\approx30\,014\ \mu\mathrm{s}$, which is the slow time within the rounding of the ratio.

A single electron at low injection shows where the time goes. While free it recombines at the rate $1/\tau_r$, so its total free time averages $\tau_r$. It is captured at the rate $1/\tau_t$ during that time, on average $\tau_r/\tau_t=2$ times, and each capture costs $\tau_g$ on average. Its mean time to recombination is $\tau_r(1+\tau_g/\tau_t)=20\,020\ \mu\mathrm{s}$; a random simulation gave $20\,026\pm45\ \mu\mathrm{s}$. This mean is not the late decay time, since the decay is not a single exponential: a fraction $\tau_r^{-1}/(\tau_r^{-1}+\tau_t^{-1})=1/3$ of electrons recombine without being captured.

With rising injection the traps saturate while $\Delta n$ keeps growing. In steady light:
\begin{center}
\begin{tabular}{cc}
$\Delta n$ ($\mathrm{cm^{-3}}$) & $\tau_{\rm app}$ ($\mu\mathrm{s}$)\\
$10^{9}$ & 4970\\
$10^{11}$ & 2520\\
$10^{13}$ & 69.5\\
$10^{15}$ & 20.5
\end{tabular}
\end{center}
By \eqref{steady}, the error is a factor of two when $\Delta n=bN_t-n_1$, provided this is positive. Here that is $2.49\times10^{13}\ \mathrm{cm^{-3}}$, far below $N_A$. The traps set this scale, not the doping.

A decay from $\Delta n=10^{15}\ \mathrm{cm^{-3}}$ passes through these regimes. At $10\ \mu\mathrm{s}$ its decay time is $20.8\ \mu\mathrm{s}$, close to $\tau_r$. Later the few free electrons follow the traps. Neglecting $d\Delta n/dt$ in \eqref{free} gives $\Delta n[1/\tau_r+(1-f)/\tau_t]=n_t/\tau_g$, and \eqref{sum} becomes $dn_t/dt\approx-\Delta n/\tau_r$. Therefore
\begin{equation}
-\frac{n_t}{dn_t/dt}\approx\frac{\tau_rn_t}{\Delta n}
=\tau_g\left[1+\frac{\tau_r}{\tau_t}(1-f)\right].
\label{tail}
\end{equation}
In this example it is also the decay time of the signal, to about 1\% from $1000\ \mu\mathrm{s}$ onwards, because free electrons then contribute little to either the signal or its slope. At $1000\ \mu\mathrm{s}$, $f=0.918$ and \eqref{tail} gives $11\,640\ \mu\mathrm{s}$, against $11\,520\ \mu\mathrm{s}$ from the full equations. As the traps empty, released electrons are recaptured more often, and the decay time grows towards $30\,000\ \mu\mathrm{s}$.

\section{What slow release means, and when a trap is a trap}

The low-injection steady error contains $\tau_g/\tau_t$, not $\tau_g$ alone. Make both processes a thousand times faster, $\tau_t=0.01$ and $\tau_g=10\ \mu\mathrm{s}$. At fixed $N_t$ this means $c=10^{-6}\ \mathrm{cm^3/s}$, a cross-section of several $10^{-14}\ \mathrm{cm^2}$, which is very large for a real centre; the case serves to show the scaling. Release now takes less time than recombination, yet $\tau_{\rm app}$ remains $5020\ \mu\mathrm{s}$ and the late decay time is $20\,030\ \mu\mathrm{s}$. Conversely, keep $\tau_g=10^4$ but set $\tau_t=10^6\ \mu\mathrm{s}$. The steady value falls to $20.05\ \mu\mathrm{s}$. A tail of $10\,000\ \mu\mathrm{s}$ persists, but at $2000\ \mu\mathrm{s}$ it carries only 0.2\% of the initial signal. Release must be slow compared with capture to produce a large steady error.

Suppose next that each filled trap captures holes at a rate $k_h$, constant while the hole density stays near its dark value. Equation \eqref{trap} gains $-k_hn_t$. At low injection its steady state is $\Delta n/\tau_t=n_t(1/\tau_g+k_h)$, so
\[
\frac{n_t}{\Delta n}=\frac{\tau_g/\tau_t}{1+k_h\tau_g},\qquad
G=\frac{\Delta n}{\tau_r}+k_hn_t .
\]
The ratio $n_t/\Delta n$ keeps its earlier value only if $k_h\tau_g\ll1$. In addition, $G\approx\Delta n/\tau_r$ only if $k_hn_t\ll\Delta n/\tau_r$, which then means $k_h\tau_g\tau_r/\tau_t\ll1$. At low injection the results of Section 3 need both conditions. In the original example the second is the stricter and requires $k_h\ll1/(2\tau_g)=50\ \mathrm{s^{-1}}$. With $10^{16}$ holes per $\mathrm{cm^3}$, the hole-capture coefficient must then be far below $5\times10^{-15}\ \mathrm{cm^3/s}$, while that for electrons is $c=10^{-9}\ \mathrm{cm^3/s}$. In general, with a hole-capture coefficient $c_p$, $k_h=c_pN_A$ and $\tau_g=1/(cn_1)$, so the first condition reads $c_p/c\ll n_1/N_A$. A deep centre with $n_1\ll N_A$, as here, therefore acts as a pure trap only if it captures holes very much less readily than electrons. A shallow centre with $n_1\gg N_A$ can meet both conditions even with $c_p=c$, but for $N_t\ll N_A$ its steady error $bN_t/n_1$ is then negligible. For $k_h\tau_g=10$ in the original example, $n_t/\Delta n$ drops from 1000 to 90.9. Recombination through the trap shortens $\Delta n/G$ to $7.1\ \mu\mathrm{s}$, while $\tau_{\rm app}=7.1(1+0.25\times90.9)\approx168\ \mu\mathrm{s}$. The centre now both recombines and traps.

\section{Recovering the recombination lifetime}

One remedy is to measure at $\Delta n\gg bN_t$, where \eqref{steady} tends to $\tau_r$. In a real sample $\tau_r$ may itself vary with injection, and the result then belongs to that injection level.

At somewhat lower injection the contribution of full traps can be subtracted, provided $bN_t$ is known. From \eqref{nt}, $N_t-n_t=N_tn_1/(\Delta n+n_1)$, so
\[
\Delta n_{\rm app}-bN_t=\Delta n-\frac{bN_tn_1}{\Delta n+n_1}.
\]
For $\Delta n\gg n_1$ the remainder is small if $\Delta n^2\gg bN_tn_1$. At $\Delta n=10^{13}\ \mathrm{cm^{-3}}$ the subtraction changes the apparent lifetime from 69.5 to $19.5\ \mu\mathrm{s}$, which is 2.5\% below $\tau_r$.

Steady band-to-band luminescence, proportional to the product of free-electron and hole densities, is little affected by trapping when $N_t\ll N_A$. Neglecting $n_0$, a reader who presumes equal excess densities infers $x$ from
\[
x(N_A+x)=\Delta n(N_A+\Delta n+n_t).
\]
The left side increases with $x$, so $x\ge\Delta n$. Dividing by $N_A+x\ge N_A+\Delta n$ gives
\[
x\le\Delta n\left(1+\frac{n_t}{N_A+\Delta n}\right)<\Delta n\left(1+\frac{N_t}{N_A}\right).
\]
The relative error is below 1\% here. This protection applies to steady light. In a luminescence decay, released electrons feed $\Delta n$ itself, and at low injection the slow time of item 3 appears there as well.

\section*{Computed results}
\begin{verbatim}
tau_r, tau_t, tau_g = 20, 10, 10000 us
N_t = 1.00e+14, N_A = 1.00e+16 cm^-3
mobilities n, p = 1200, 400 cm^2/(V s); b = 0.250
n1 = 1.000e+11 cm^-3
T = 300 K, N_c = 2.509e+19 cm^-3
trap depth = 0.500 eV
steady: dn, nt, apparent dn (cm^-3), tau_app (us)
  1.000e+09 9.901e+11 2.485e+11 4970.50
  1.000e+11 5.000e+13 1.260e+13 2520.00
  1.000e+12 9.091e+13 2.373e+13 474.55
  1.000e+13 9.901e+13 3.475e+13 69.50
  2.490e+13 9.960e+13 4.980e+13 40.00
  1.000e+14 9.990e+13 1.250e+14 25.00
  1.000e+15 9.999e+13 1.025e+15 20.50
tau_app after subtraction at dn=1e13: 19.50 us
density scale sqrt(b N_t n1) = 1.58e+12 cm^-3
largest luminescence error = 0.99 %
low-injection steady tau_app = 5020.0 us
  = 5.020 ms, 251.0 times tau_r
initial decay time = 5023 us
late decay time, signal = 30013 us
late decay time, electrons = 30013 us
formula: slow 30013.3 us, fast 6.664 us
nt/dn: steady 1000.0, late 1499.7
decay time without capture = 20.00 us
decay: t (us), dn, nt (cm^-3), signal time (us)
  10 6.065e+14 9.998e+13 20.8
  100 6.856e+12 9.965e+13 94.2
  1000 1.583e+11 9.179e+13 11524.0
    tail formula 11642.5 us
  10000 5.351e+10 5.226e+13 19520.6
    tail formula 19548.4 us
  50000 7.476e+09 1.043e+13 27921.5
    tail formula 27913.8 us
  150000 2.329e+08 3.485e+11 29943.4
    tail formula 29930.3 us
simulated electrons = 400000
  mean captures 1.996, free 19.95 us
  mean life 20026 +- 45 us
trap times (us): steady tau_app, late decay time (us)
  0.01, 10: 5019.95, 20030
  1e+06, 10000: 20.05, 10000
  last case: signal left at 2000 us = 0.206 %
hole capture k_h*tau_g = 10: nt/dn = 90.91
  dn/G = 7.10 us, tau_app = 168.4 us
\end{verbatim}
